# Why multiple-hit growth reveals square-lattice anisotropy in small aggregates

**Three sites competing for walkers**

Take a star-shaped aggregate on a square lattice. Four straight arms lie along the axes and end 14 lattice spacings from the seed. Four staircase arms lie along the diagonals and end at $(10,10)$ and its rotations, at distance 14.14. A walker released far away stops at the first perimeter site it reaches, a perimeter site being an empty neighbour of the aggregate.

Beyond an axial tip there is one forward site, with hit probability $p_a=0.04050$. Beyond a diagonal tip there are two, with $p_1=0.02821$ and $p_2=0.03615$. These two differ because the staircase leaves three open approaches to one site and two to the other.

If a single hit fills a site, the axial site is filled before either diagonal site with probability

$$\frac{p_a}{p_a+p_1+p_2}=\frac{0.04050}{0.10486}=0.39 .$$

It beats each rival separately but usually loses to the pair. Now require $m$ hits, and hold the hit probabilities fixed during the contest. After $T$ walkers a site has about $pT$ hits, with relative fluctuation of order $1/\sqrt{pT}$. As $m\to\infty$ the site with the largest $p$ reaches $m$ first with probability one, and that is the axial site.

The walkers see the same lattice in both cases. The hit requirement changes how their arrivals become growth, in two ways: small differences in $p$ are obeyed more faithfully, and two weaker sites gain less from having two chances, with the gain vanishing as $m\to\infty$.

**Where the bias resides**

Let $S$ be the set of filled and perimeter sites, and let $G(y,z)$ be the mean number of visits to $z$ by a walker from $y$ before it reaches $S$. The last step onto site $x_j$ comes from a neighbour $z$ with probability $1/4$, so

$$p_j=\frac14\sum_{z\sim x_j}G(y,z).$$

As a function of $z$, $G$ vanishes on $S$ and, away from $y$ and $S$, equals the average over its neighbours. When $y$ recedes to infinity it becomes proportional to the positive function $u$ with these properties. Write

$$u(x)=\sum_j a(x-x_j)\,p_j-\kappa ,$$

where the potential kernel has $a(0)=0$ and its neighbour average exceeds its own value by 1 at the origin and by 0 elsewhere. The neighbour average of $u$ at $x_j$ is then $p_j$, as required. The conditions $u=0$ on $S$ and $\sum_jp_j=1$ fix all $p_j$ and $\kappa$.

No $m$ appears. For a given aggregate, multiple hits do not create or strengthen the bias in the arrivals. They do change which aggregate is built next, and hence later probabilities.

**First effect: the order of filling is sharpened**

Consider two sites with fixed probabilities and empty counters. Let the stronger take a share $q$ of their joint hits. After $2m-1$ joint hits exactly one site has at least $m$, and it was the first to get there. Hence the stronger site wins with probability

$$P_m(q)=\sum_{k=m}^{2m-1}\binom{2m-1}{k}q^k(1-q)^{2m-1-k}.$$

On differentiation, the negative part of each term cancels the positive part of the next. What survives is

$$P_m'(q)=(2m-1)\binom{2m-2}{m-1}[q(1-q)]^{m-1}.$$

Since $(2m-1)\binom{2m-2}{m-1}=\frac m2\binom{2m}{m}$, the slope at $q=1/2$ is

$$g_m=\frac{2m}{4^m}\binom{2m}{m}\simeq2\sqrt{\frac m\pi},$$

where the last form holds for large $m$, by Stirling's formula. For a small bias, $q=\tfrac12+\varepsilon$ gives $P_m\approx\tfrac12+g_m\varepsilon$.

For the axial site against the stronger diagonal site, $q=0.5284$. With one hit the axial site wins with probability 0.528, and with 64 hits 0.740. The linear estimate for $m=64$ is $0.5+9.009\times0.0284=0.756$, slightly high because the response has begun to saturate.

**Second effect: twin sites lose their advantage**

Let two sites have equal probabilities, and let $L$ be the number of joint hits up to the first filling. At that moment the winner has $m$ hits and the loser $L-m$, so the winner leads by $R=2m-L$. Continue for $R$ further hits, to a total of $2m$. The lead cannot become negative, since at worst the loser takes all $R$. Its mean does not change, since the sites are equal. The mean of $R$ is therefore the mean absolute difference $|D_{2m}|$ after $2m$ fair draws:

$$\langle L\rangle=2m-\langle |D_{2m}|\rangle .$$

A fair draw changes $|D|$ on average only when $D=0$, where it adds 1. Summing the probabilities of $D=0$ over the even times before $2m$,

$$\langle |D_{2m}|\rangle=\sum_{j=0}^{m-1}b_j,\qquad b_j=\frac{1}{4^j}\binom{2j}{j}.$$

This sum equals $2mb_m$. For $m=1$ both sides are 1. Since $b_{m+1}=b_m(2m+1)/(2m+2)$, we have $2(m+1)b_{m+1}=2mb_m+b_m$, so both sides grow by $b_m$ when $m$ grows by one. Thus

$$\langle L\rangle=2m-g_m .$$

A single site of the same strength fills, on average, in the time of $2m$ joint hits, so the pair saves $g_m$ of them. The saved fraction, $g_m/(2m)\simeq1/\sqrt{\pi m}$ for large $m$, is the remaining twin advantage, and it falls as $m$ grows although $g_m$ itself rises. For $m=1$ one joint hit suffices. For $m=64$ the mean is $128-9.009=118.99$, or $1.86m$.

This changes mean speeds as well as fluctuations. Define the first-advance speed as distance gained divided by mean waiting time, with fresh counters. The axial tip gains 1 in $m/p_a$ walkers. The diagonal tip gains $1/\sqrt2$ along its direction in $\langle L\rangle/(p_1+p_2)$ walkers. The ratio is

$$\frac{v_d}{v_a}=\frac{p_1+p_2}{\sqrt2\,p_a}\,\frac{m}{\langle L\rangle}.$$

For $m=1$ it is $0.06436/(1.4142\times0.04050)=1.12$. With the actual unequal pair it falls to 0.78 at $m=4$ and 0.64 at $m=64$. For $m\to\infty$ the stronger site fills after $m/p_2$ walkers, and the ratio tends to $p_2/(\sqrt2\,p_a)=0.63$.

The reversal deserves attention: in this star, with the probabilities held fixed, the diagonal tip makes the faster first advance at $m=1$. The margin is thin. Some twenty other sites fill during the wait, and updating the probabilities after each filling lowers the ratio from 1.12 to about $1.05\pm0.03$. Axial arms one spacing longer bring the fixed-probability ratio down to 1.01. It does not follow that single-hit aggregates grow diagonal arms. Later steps inherit hits, side sites compete, and the star is a prescribed shape. The calculation establishes the direction in which $m$ shifts the first advance, not a steady tip speed.

**Tip noise and the Laplacian instability**

Suppose walkers arrive as a Poisson process and a tip has a constant hit rate. Over a time in which $n$ layers are expected, its hit number $K$ has mean and variance $mn$. The completed layers are $Q=(K-R_0)/m$, where $R_0$ is the remainder, from 0 to $m-1$. If the distribution of $K$ is smooth on the scale $m$, the remainder is uniform and uncorrelated with $K$. Smoothness requires the Fourier component of period $m$, $|\langle e^{2\pi iK/m}\rangle|=e^{-mn[1-\cos(2\pi/m)]}$, to be small. For large $m$ this is $e^{-2\pi^2n/m}$, so the condition is $n\gg m/(2\pi^2)$. The variance of the remainder is $(m^2-1)/12$, so

$$\operatorname{Var}Q=\frac nm+\frac1{12}\left(1-\frac1{m^2}\right).$$

After 200 expected layers the variance is 200 for $m=1$ and 3.21 for $m=64$.

Let two independent tips differ in relative speed by $\delta$. The systematic lead $n\delta$ equals the leading noise $\sqrt{2n/m}$ at

$$n_*=\frac{2}{m\delta^2}.$$

For a chosen $\delta=0.1$ this is 200 layers at $m=1$ and 12.5 at $m=16$. At $m=64$ it gives 3.1, where the smoothness condition fails and the rounding term matters; that value means "a few layers" and no more.

Real tips do not keep constant rates, because a leading tip screens its neighbour. To linear order in the lead $x$, a simple model is

$$dx=(ax+\delta)\,dn+\sqrt{\frac2m}\,dW,$$

with $a>0$ the instability rate per layer and $W$ a standard Wiener process. Multiplication by $e^{-an}$ removes the term in $ax$:

$$d(xe^{-an})=e^{-an}\left(\delta\,dn+\sqrt{\frac2m}\,dW\right).$$

Starting from $x=0$, the scaled lead $xe^{-an}$ tends to a Gaussian variable with mean $\delta/a$ and variance $(2/m)\int_0^\infty e^{-2an}dn=1/(am)$. The favoured tip finally leads if this variable is positive, which has probability

$$P_{\rm fav}=\Phi\!\left(\delta\sqrt{\frac ma}\right),$$

where $\Phi$ is the standard normal distribution function.

With $a=0.2$ and $\delta=0.1$, this is 0.59 for one hit and 0.96 for 64. The chance of being ahead after $n$ layers rises towards this value but does not pass it, because the instability amplifies an early accident together with the bias. The fraction of the final variance produced after layer $n$ is $e^{-2an}$, which is 14% for $n=5$. Raising $m$ helps because it quiets the layers in which the contest is decided. The model treats one contest with assumed constants; it does not predict the mass at which a whole aggregate becomes anisotropic.

**How large the effect is in full aggregates**

Full aggregates were grown from one seed, with the hit probabilities recomputed after every filling and the counters of unfilled sites retained. Their fourfold order is measured by

$$A_4=\frac{\sum r^2\cos4\theta}{\sum r^2},$$

summed over filled sites other than the seed, with polar coordinates about the seed. A perfect axial cross has $A_4=1$; long diagonal staircase arms approach $-1$. "Spread" is the standard deviation between aggregates.

| $m$ | particles | mean $A_4$ | spread |
|---:|---:|---:|---:|
| 1 | 50 | 0.26 | 0.31 |
| 1 | 300 | 0.26 | 0.23 |
| 4 | 50 | 0.50 | 0.14 |
| 16 | 50 | 0.83 | 0.09 |
| 64 | 50 | 0.915 | 0.011 |

Single-hit growth seems to favour the axes even here, but the size of its bias is poorly fixed by the 16 aggregates behind the table. Both $m=1$ rows come from the same 16 aggregates at two stages of growth, so they are not independent estimates. Larger samples, not included in the numerical output, give a mean of $0.13\pm0.01$ at 50 particles (about 1000 aggregates) and $0.08\pm0.02$ at 150 (about 190), so the tabulated 0.26 is a high draw. The spread is two to three times these means, and one picture is a poor guide to the lattice axes. At $m=64$, 50 particles suffice for axial arms to dominate $A_4$ in each of 20 aggregates, as the high mean and small spread show. The cross is not bare: about three sites in ten lie off the axes, and the weight $r^2$ makes $A_4$ less sensitive to those near the seed.

The mean rises along with the fall in spread. Both effects derived above favour such a rise, but these runs do not separate their shares. Nor do they locate the size at which single-hit growth becomes plainly anisotropic: the samples are too small to resolve a trend between 50 and 300 particles.

Switching $m$ at 30 particles shows when noise matters. At 150 particles, $A_4$ is $0.49\pm0.05$ for one hit followed by 64, and $0.58\pm0.03$ for 64 followed by one, the uncertainties being standard errors. Constant $m=64$ gives 0.92. Early and late noise both reduce the order. The late loss lies outside the single-contest model; a plausible but untested reason is that new side branches keep opening new contests.

**What to do about it**

- **To reveal lattice anisotropy cheaply in particles, raise $m$.** In the reduced model, a success probability $\Phi(z)$ needs $m=az^2/\delta^2$. For 95%, $z=1.645$, and the constants above give $m\approx54$. This rule presumes small leads and known $a$ and $\delta$.
- **Count walkers as well as particles.** Filling 49 sites after the seed at $m=64$ takes at least $49\times64=3136$ walkers. A 300-particle single-hit aggregate takes 299. The small aggregate has averaged over at least ten times as many arrivals.
- **For single-hit growth, average over many aggregates.** The ensemble mean can find a bias that individual shapes conceal, but sixteen aggregates are too few to fix its size.
- **Do not raise $m$ in order to approach isotropic continuum growth.** On a square lattice it reduces shot noise but leaves the lattice in place. Always report $m$ with the pattern.

For epitaxial islands the model needs care. With a lattice spacing of roughly 0.3 nm, a 300-atom island is about 5 nm across if compact and of order 10 nm if branched, so the sizes are relevant to early submonolayer growth. But a real adatom does not wait for 63 others to hit the same site: the literal attachment rule is closer to $m=1$. Smoothing comes instead from edge diffusion and detachment, whose rates carry a lattice dependence of their own. Atoms also land between competing islands rather than arriving from infinity, and the surface lattice may be triangular, not square. These departures can change the strength and even the preferred direction of the anisotropy, by amounts this model cannot supply. The values of $A_4$ should therefore not be transferred to a material, and a fitted $m$ is an effective measure of averaging, not a count of atomic attempts.

The remaining values of $m$ and the standard errors are in the numerical output.

## Calculated quantities

```
Largest hit-probability difference from box solution: 1.0e-04
Star arm radii, axial and diagonal: 14.00, 14.14 spacings
Star hit probability, axial tip site: 0.04050
Star hit probabilities, two diagonal tip sites: 0.02821, 0.03615
Axial share q against the stronger diagonal site: 0.5284
Two-site race; last column: first-advance speed, diagonal/axial
m | axial site first | gain g_m | joint hits/m, equal pair | speed ratio
 1 | 0.52840 | 1.000 | 1.0000 | 1.1237
 4 | 0.56192 | 2.188 | 1.4531 | 0.7792
16 | 0.62515 | 4.478 | 1.7201 | 0.6688
64 | 0.73951 | 9.009 | 1.8592 | 0.6357
Reduced models: delta = 0.1, a = 0.2 per layer, noise after 200 layers
m | variance of layers | n* (layers) | favoured tip wins
 1 | 200.0000 | 200.000 | 0.5885
 4 | 50.0781 | 50.000 | 0.6726
16 | 12.5830 | 12.500 | 0.8145
64 | 3.2083 | 3.125 | 0.9632
Full aggregates: A4 mean, standard error, cluster-to-cluster spread
m | particles | clusters | mean | standard error | spread
 1 |  50 | 16 | 0.260 | 0.078 | 0.311
 1 | 150 | 16 | 0.260 | 0.067 | 0.269
 1 | 300 | 16 | 0.261 | 0.058 | 0.234
 4 |  50 | 20 | 0.500 | 0.030 | 0.136
 4 | 150 | 20 | 0.536 | 0.030 | 0.134
16 |  50 | 20 | 0.829 | 0.019 | 0.085
16 | 150 | 20 | 0.857 | 0.008 | 0.036
64 |  50 | 20 | 0.915 | 0.002 | 0.011
64 | 150 | 20 | 0.921 | 0.002 | 0.008
m = 1 up to 30 particles, then m = 64 up to 150: A4 = 0.491, standard error 0.045
m = 64 up to 30 particles, then m = 1 up to 150: A4 = 0.581, standard error 0.034
```
